# Phonon weights and the zero-phonon fraction of a displaced-oscillator defect, part 2

An optical transition at an oxygen vacancy shifts the equilibrium positions of the neighbouring ions and can create phonons. What fraction $w_0$ of its strength stays in the zero-phonon line? For one mass-weighted coordinate $Q$, with $[Q,P]=i\hbar$, the ground and excited lattice Hamiltonians are

$$
H_g=\frac{P^2}{2}+\frac{\omega^2Q^2}{2},\qquad
H_e=E_Z+\frac{P^2}{2}+\frac{\omega^2(Q-\Delta)^2}{2}. \tag{1}
$$

Their levels are $|m_g\rangle$, with energy $E_m^g=\hbar\omega(m+\tfrac12)$, and $|n_e\rangle$. At zero temperature and with a constant dipole, the fraction of the strength that creates $n$ phonons is

$$
\boxed{w_n=e^{-S}\frac{S^n}{n!},\qquad w_0=e^{-S}.} \tag{11}
$$

Here $S=\omega\Delta^2/(2\hbar)$ is the Huang–Rhys factor, and $S\hbar\omega$ is the relaxation energy. The absorption lineshape is a sum of delta functions at $E_Z+n\hbar\omega$ with weights $w_n$; in emission they lie at $E_Z-n\hbar\omega$. The mean energies are

$$
\bar E_{\mathrm{abs}}=E_Z+S\hbar\omega,\qquad
\bar E_{\mathrm{em}}=E_Z-S\hbar\omega. \tag{14}
$$

The emitted photon rate per unit energy is $E^3$ times the emission lineshape, up to a constant.

The operators $a$ and $b=a-\sqrt S$ (for $\Delta>0$) lower the ground-state and excited-state oscillators, and $\langle1_e|0_g\rangle=-\sqrt S\,\langle0_e|0_g\rangle$.

For several modes $k$, $S_k=\omega_k\Delta_k^2/(2\hbar)$ and $S=\sum_kS_k$; the total phonon number still follows Eq. (11). The two-mode test in the numerical output checks this for a coupled pair with $\hbar=1$ and unit masses.

In the example, a vacancy in MgO holds one electron. Its six Mg neighbours, each of mass 24.3 u, shift radially by $d=0.0120$ nm, so $\Delta=\sqrt M\,d$ with $M=145.8$ u. With $\hbar\omega=0.060$ eV and $E_Z=4.0$ eV, $S=15.07$ and $w_0=2.9\times10^{-7}$ (the cold value). The mean absorption and emission energies are 4.90 and 3.10 eV. The large-$S$ full width at half maximum, $2\sqrt{2S\ln2}\,\hbar\omega$, is 0.548 eV.

### Sensitivity to the displacement

At fixed mass and frequency, $S$ is proportional to $d^2$. Therefore

$$
\frac{d\ln w_0}{d\ln d}=-\frac{dS}{d\ln d}=-2S. \tag{20}
$$

Here the logarithmic slope is about $-30$. A shift of $0.0108$ nm, 10% below the chosen one, gives $w_0=5.0\times10^{-6}$. A shift of $0.0132$ nm, 10% above it, gives $1.2\times10^{-8}$. A modest uncertainty in ionic positions thus leaves the zero-phonon fraction uncertain by orders of magnitude.

Small displacements behave differently. With the same mass and phonon energy, $d=0.0060$ nm gives $S=3.77$ and $w_0=0.023$, while $d=0.0030$ nm gives $S=0.94$ and $w_0=0.39$. In the last case the zero-phonon line is the strongest member of the series.

### Finite temperature

At temperature $T$ the initial level $m$ is occupied with a probability proportional to $e^{-m\hbar\omega/k_BT}$. The mean occupation is $\bar n=(e^{\hbar\omega/k_BT}-1)^{-1}$.

The variance of the absorption energy can be found without calculating overlaps. Define

$$
D=H_e-H_g=E_Z+\frac{\omega^2\Delta^2}{2}-\omega^2\Delta Q.
$$

Because $H_g|m_g\rangle=E_m^g|m_g\rangle$,

$$
(H_e-E_m^g)|m_g\rangle=D|m_g\rangle. \tag{21}
$$

The mean absorption energy from level $m$ is $\langle m_g|D|m_g\rangle=E_Z+S\hbar\omega$, since $\langle Q\rangle_m=0$. By completeness and Eq. (21), the second moment is $\langle m_g|D^2|m_g\rangle$. The constant part of $D$ does not contribute to the variance, which is therefore

$$
\omega^4\Delta^2\langle Q^2\rangle_m
=\omega^4\Delta^2\frac{\hbar(2m+1)}{2\omega}
=S(2m+1)(\hbar\omega)^2.
$$

All initial levels have the same mean, so averaging adds no further spread:

$$
\sigma_E^2=S(2\bar n+1)(\hbar\omega)^2. \tag{22}
$$

At 300 K, $\bar n=0.109$, and the root-mean-square width is $1.10$ times its zero-temperature value.

The zero-phonon line depends more strongly on the vibrational spectrum. Suppose that the same total $S$ is shared by many weakly displaced modes. For one of them, $|m_e\rangle=e^{-iP\Delta_k/\hbar}|m_g\rangle$. Expanding to second order and using $\langle P\rangle_m=0$ and $\langle P^2\rangle_m=\hbar\omega_k(2m+1)/2$ gives

$$
\langle m_g|m_e\rangle\simeq
1-\frac{\Delta_k^2\langle P^2\rangle_m}{2\hbar^2}
=1-\frac{S_k(2m+1)}2.
$$

Its square is $1-S_k(2m+1)$ to first order in $S_k$. After thermal averaging, the product over modes tends to

$$
w_0(T)=\exp\left[-\sum_kS_k(2\bar n_k+1)\right], \tag{23}
$$

where no mode changes its occupation. The frequencies must be spread, because otherwise an exchange of phonons between modes could also leave the energy at $E_Z$. If the spread is narrow enough for a common $\bar n$, the example gives $1.1\times10^{-8}$ at 300 K, or $0.038$ times the cold value. This is the weight of the sharp line alone. With a narrow spread the exchange transitions lie close to $E_Z$ and form a background under the line. Their total weight approaches the single-mode value found below, which is far larger than that of the line. In a test with $S=15.07$ divided equally among 20,000 modes, the probability that no occupation changed agreed with the exponential to within 0.5%.

A single mode gives a different answer, because every transition $m\to m$ has energy $E_Z$. For the first excited level, use $|1_g\rangle=a^\dagger|0_g\rangle$ and $a^\dagger=b^\dagger+\sqrt S$:

$$
\langle1_e|1_g\rangle
=\langle0_e|0_g\rangle+\sqrt S\,\langle1_e|0_g\rangle
=(1-S)\langle0_e|0_g\rangle.
$$

The squared overlap is $(S-1)^2e^{-S}$, about 200 times $w_0$ here. Even a small thermal population then matters. Summing over thermally occupied levels gives a line of weight $4.7\times10^{-5}$, about 170 times the cold value. For these inputs the two limits move in opposite directions, so a room-temperature calculation must state which vibrational spectrum it assumes.

### Unequal frequencies

Let the frequencies be $\omega_g$ and $\omega_e=r\omega_g$, with $\Delta$ held fixed and $S=\omega_g\Delta^2/(2\hbar)$. The zero-phonon overlap is an integral of two Gaussians. Completing the square in their exponent gives

$$
\omega_gQ^2+\omega_e(Q-\Delta)^2
=(\omega_g+\omega_e)(Q-Q_0)^2
+\frac{\omega_g\omega_e}{\omega_g+\omega_e}\Delta^2,
$$

where $Q_0=\omega_e\Delta/(\omega_g+\omega_e)$. The normalized wave functions contribute $(\omega_g\omega_e)^{1/4}/\sqrt{\pi\hbar}$, and the Gaussian integral contributes $\sqrt{2\pi\hbar/(\omega_g+\omega_e)}$. Squaring the overlap gives

$$
w_0=\frac{2\sqrt r}{1+r}\exp\left(-\frac{2rS}{1+r}\right). \tag{24}
$$

This becomes $e^{-S}$ when $r=1$. For an excited state softer by 10% in frequency, $r=0.9$ and the fraction is $6.3\times10^{-7}$, or $2.2$ times the equal-frequency result. The zero-point energies no longer cancel, so the zero-phonon energy also shifts by $\hbar(\omega_e-\omega_g)/2$.

### A dipole that varies with position

Return to equal frequencies and let the dipole be proportional to $1+\eta Q/\Delta$. The product of the two lowest wave functions is centred halfway between the minima, so $\langle0_e|Q|0_g\rangle=(\Delta/2)\langle0_e|0_g\rangle$. The total absorption strength contains

$$
\left\langle\left(1+\eta\frac Q\Delta\right)^2\right\rangle_g
=1+\eta^2\frac{\hbar/2\omega}{\Delta^2}
=1+\frac{\eta^2}{4S}.
$$

The absorption fraction is consequently

$$
w_0^{\mathrm{abs}}=e^{-S}\frac{(1+\eta/2)^2}{1+\eta^2/(4S)}. \tag{25}
$$

For $\eta=0.10$ this is $1.10$ times $e^{-S}$. In emission the initial wave function is centred at $Q=\Delta$, and the denominator becomes $(1+\eta)^2+\eta^2/(4S)$. The ratio is then about $(1.05/1.10)^2=0.91$. The same dipole variation raises the fraction in absorption and lowers it in emission.

### Photon energy, anharmonicity and degeneracy

The factor $E^3$ favours the zero-phonon line in emission, because it has the highest photon energy in the cold spectrum. The mean of $E^3$ follows from the mean and variance if the small third central moment is left out:

$$
\langle E^3\rangle\simeq\bar E_{\mathrm{em}}^3
+3\bar E_{\mathrm{em}}S(\hbar\omega)^2
\simeq29.7+0.5=30.2\ \text{eV}^3.
$$

The fraction of emitted photons is therefore larger than $w_0$ by $4.0^3/30.2\simeq2.1$, which makes it $6.1\times10^{-7}$.

To estimate anharmonicity, replace the excited-state well by the Morse form

$$
V_e-E_Z=\frac{\omega^2}{2\kappa^2}
\left[1-e^{-\kappa(Q-\Delta)}\right]^2.
$$

Its curvature at the minimum is unchanged. At $Q=0$ its energy differs from the harmonic value by the relative amount $\kappa\Delta$ to first order. For $\kappa\Delta=+0.10$ and $-0.10$, numerical diagonalization gives $0.82$ and $1.22$ times the harmonic zero-phonon fraction.

The excited state of this vacancy is p-like and triply degenerate, so it can also lower its energy by distorting the cubic surroundings (the Jahn–Teller effect). A tetragonal distortion keeps the mirror planes perpendicular to the cube axes. The states $p_x$, $p_y$ and $p_z$ have different parities under these reflections and do not mix. With linear coupling, each is again a displaced oscillator. An assumed extra relaxation of $0.10$ eV at the same phonon energy gives $S'=0.10/0.060=1.67$ and multiplies the fraction by $e^{-1.67}=0.19$. Trigonal distortions can mix the three states and need a coupled calculation.

### Comparison with the real centre

For the singly charged vacancy in MgO, absorption near 5 eV and emission near 3 eV are rough measured energies. The inputs were chosen in this regime, so the calculated band positions do not test the model. The phonon energy stands for a range of lattice vibrations, and the displacement is an estimate. A real crystal has many modes. At 300 K the many-mode estimate with a common phonon energy of $0.060$ eV lowers the fraction by a factor of about 27. A broad range of frequencies with the same $S$ and the same $S$-weighted mean phonon energy lowers it further, because the low-energy modes have much larger thermal occupations. The other changes above were made one at a time with the remaining inputs fixed, and their factors should not be multiplied as though they were independent corrections. For these inputs the zero-phonon line is extremely weak, and failure to see it would be poor evidence that the vacancy is absent.

### Using the result in a calculation

If an electronic-structure calculation supplies the excited-state force at the ground-state geometry, the harmonic model gives $F=-dV_e/dQ|_{Q=0}=\omega^2\Delta$. Thus

$$
S=\frac{F^2}{2\hbar\omega^3}. \tag{26}
$$

The force must be the one conjugate to the mass-weighted coordinate. Comparing this $S$ with the value from the relaxed displacement checks whether the calculated excited-state energy is consistent with a harmonic form of frequency $\omega$ between the two minima. The shape of the ground-state energy needs a separate check. Equation (26) refers to one mode. With several modes it applies to each separately, $S_k=F_k^2/(2\hbar\omega_k^3)$. If a single coordinate is instead laid along the total displacement, the force must be projected on it, and its frequency obeys $\omega^2=\sum_k\omega_k^2\Delta_k^2/\sum_k\Delta_k^2$. For a harmonic energy the two values of $S$ then agree, but both exceed $\sum_kS_k$ when the frequencies differ, because this root-mean-square frequency exceeds the mean frequency taken with the same weights $\Delta_k^2$.

For large $S$, evaluate $\ln w_n=-S+n\ln S-\ln n!$ before exponentiating, which avoids forming a large power and a large factorial separately. If the sum stops before $n=L$, with $L+1>S$, every later ratio $w_{n+1}/w_n$ is at most $S/(L+1)$. A geometric series then bounds the omitted weight:

$$
\sum_{n=L}^{\infty}w_n\le\frac{w_L}{1-S/(L+1)}. \tag{27}
$$

To broaden the spectrum, replace each delta function by a profile of unit area. This preserves $w_0$ as an area. The height of the zero-phonon line depends on its width as well, so a ratio of peak heights is not a measurement of $e^{-S}$.

## Numbers as computed

```
Mg neighbours: 6; mass of each: 24.3 u
oscillator mass: 145.8 u
radial shift per neighbour: 0.0120 nm
phonon energy: 0.060 eV
zero-phonon energy: 4.000 eV
angular frequency: 9.1156e+13 rad/s
oscillator length sqrt(hbar/(M omega)): 0.00219 nm
Huang-Rhys factor S: 15.068
relaxation energy: 0.9041 eV
mean absorption energy: 4.904 eV
mean emission energy: 3.096 eV
difference of the means: 1.808 eV
mean phonon number, grid: 15.068
phonon number variance, grid: 15.068
most probable phonon number: 15
full width at half maximum, envelope: 0.548 eV
full width at half maximum, large-S formula: 0.548 eV
zero-phonon fraction, grid: 2.8586e-07
zero-phonon fraction, exp(-S): 2.8586e-07
transitions per zero-phonon transition: 3.498e+06
weight n=1: grid 4.3073e-06, Poisson 4.3073e-06
weight n=5: grid 1.8502e-03, Poisson 1.8502e-03
weight n=10: grid 4.7520e-02, Poisson 4.7520e-02
weight n=15: grid 1.0242e-01, Poisson 1.0242e-01
weight n=20: grid 4.2757e-02, Poisson 4.2757e-02
weight n=25: grid 5.2086e-03, Poisson 5.2086e-03
shift 0.0030 nm: S 0.942, exp(-S) 3.900e-01
shift 0.0060 nm: S 3.767, exp(-S) 2.312e-02
shift 0.0108 nm: S 12.205, exp(-S) 5.006e-06
shift 0.0132 nm: S 18.232, exp(-S) 1.208e-08
two-mode test: S1 0.5931, S2 0.1291
two-mode frequencies: 0.9429, 1.3457 (model units)
two-mode total n=0: diagonalized 0.48566, Poisson 0.48566
two-mode total n=1: diagonalized 0.35077, Poisson 0.35077
two-mode total n=2: diagonalized 0.12667, Poisson 0.12667
two-mode total n=3: diagonalized 0.03049, Poisson 0.03049
temperature of use: 300 K
thermal phonon number: 0.1089
thermal width / zero-temperature width (rms): 1.104
line at E_zpl, one mode, hot: 4.732e-05, ratio to cold 165.5
zero-phonon fraction, many modes, hot: 1.075e-08, ratio to cold 0.0376
emission fraction with cubed photon energy: 6.063e-07, ratio 2.121
excited/ground frequency 0.90: fraction 6.309e-07, ratio 2.207
dipole change 0.10 over the shift: fraction 3.151e-07, ratio 1.102
Morse parameter times shift +0.10: fraction 2.342e-07, ratio 0.819
Morse parameter times shift -0.10: fraction 3.498e-07, ratio 1.224
extra Jahn-Teller relaxation 0.10 eV: extra S 1.667, factor 0.189
```
